# Norm conservation and derivative couplings in a moving nonorthogonal basis, part 2

An electronic state is expanded in linearly independent basis functions that move, and the question is which derivative couplings conserve its norm:

$$
\Psi(t)=\sum_n c_n(t)\,\phi_n(t),\qquad S_{mn}=\langle\phi_m|\phi_n\rangle,\qquad D_{mn}=\langle\phi_m|\partial_t\phi_n\rangle .
$$

The inner product is antilinear in its left entry. With $H_{mn}=\langle\phi_m|\hat H|\phi_n\rangle$, projecting the Schrödinger equation onto the basis gives

$$
\boxed{\;\mathrm i\hbar\,S\dot c=(H-\mathrm i\hbar D)\,c\;}
$$

If a matrix $D'$ is used in the place of $D$ and $H$ is Hermitian, the squared norm $N=c^\dagger Sc$ obeys

$$
\boxed{\;\dot N=c^\dagger\Delta c,\qquad \Delta=\dot S-D'-D'^\dagger\;}
$$

The norm is conserved for every $c$ only if $\Delta=0$. To show this, let $e_m$ have a one in place $m$ and zeros elsewhere. The choice $c=e_m$ gives $\Delta_{mm}$, while $c=e_m+e_n$ and $c=e_m+\mathrm ie_n$ then give the real and imaginary parts of $\Delta_{mn}$. The true $D$ satisfies $\dot S=D+D^\dagger$. The general norm-conserving choice is

$$
D'=\tfrac12\dot S+A,\qquad A^\dagger=-A ,
$$

and the true dynamics has $A=(D-D^\dagger)/2$. An error in $A$ changes the state but not the norm.

Under a change of basis $\tilde\phi_n=\sum_m\phi_m X_{mn}(t)$, with $X$ invertible, the coupling transforms as $\tilde D=X^\dagger DX+X^\dagger S\dot X$.

The computed results also list an earlier test in a complete basis of dimension four, in units with $\hbar=1$. The basis vectors were the columns of $F(t)=1+0.3\sin(t)\,A_1+0.2\cos(1.7t)\,A_2$, and the Hamiltonian was $G+G^\dagger$. Here $A_1$, $A_2$ and $G$ are random complex matrices whose largest singular value is one. The state started as the first unit vector and was followed to $t=3$. The "state error" is its distance from the state given by the matrix exponential, relative to a state of length one.

## Second half: an ion passing a fixed well

The symbols carried over are the overlap matrix $S$, the Hamiltonian matrix $H$ and the derivative coupling $D_{mn}=\langle\phi_m|\partial_t\phi_n\rangle$. The coefficients obey $\mathrm i\hbar S\dot c=(H-\mathrm i\hbar D)c$. If $D'$ is used in place of $D$, the squared norm $N=c^\dagger Sc$ changes at the rate $c^\dagger\Delta c$ with $\Delta=\dot S-D'-D'^\dagger$. The true $D$ has $D+D^\dagger=\dot S$, and the choices that conserve the norm are $D'=\dot S/2+A$ with $A$ anti-Hermitian.

Consider one electron in one dimension, bound in a fixed target well, while a proton of kinetic energy 25 keV carries a second well past it. The ion moves at constant speed $v$, and its position is $R=vt$. The potential is

$$
V(x,t)=-U_{\rm T}\,\mathrm e^{-x^2/2w^2}-U_{\rm P}\,\mathrm e^{-(x-R)^2/2w^2},
$$

with $U_{\rm T}=15$ eV, $U_{\rm P}=20$ eV and $w=0.08$ nm. The basis has one function on each centre:

$$
\phi_1=g(x),\qquad \phi_2=g(x-R)\,\mathrm e^{\mathrm ikx},\qquad g(x)=(2\pi s^2)^{-1/4}\mathrm e^{-x^2/4s^2},
$$

with $s=0.06$ nm. The phase factor gives an electron on the ion the mean momentum $\hbar k=mv$, where $m$ is the electron mass. For the chosen energy $v=2.1885$ nm/fs and $k=18.904$ nm$^{-1}$.

The overlap follows by completing two squares. Since $x^2+(x-R)^2=2(x-R/2)^2+R^2/2$,

$$
g(x)g(x-R)=\frac{\mathrm e^{-R^2/8s^2}}{\sqrt{2\pi s^2}}\,\mathrm e^{-(x-R/2)^2/2s^2}.
$$

With $y=x-R/2$ the phase factor is $\mathrm e^{\mathrm ikR/2}\mathrm e^{\mathrm iky}$, and

$$
-\frac{y^2}{2s^2}+\mathrm iky=-\frac{(y-\mathrm iks^2)^2}{2s^2}-\frac{k^2s^2}{2}.
$$

The product of the basis functions is therefore a constant times a normalized Gaussian with a complex mean:

$$
\phi_1^*\phi_2=S_{12}\,\rho(x),\qquad \rho(x)=\frac{\mathrm e^{-(x-\mu)^2/2s^2}}{\sqrt{2\pi s^2}},\qquad \mu=\frac R2+\mathrm iks^2,
$$

$$
S_{12}=\exp\left(-\frac{R^2}{8s^2}-\frac{k^2s^2}{2}+\frac{\mathrm ikR}{2}\right).
$$

The integral of $\rho$ is one, because the integrand is analytic and decays at large $|x|$, so the path may be shifted to run through $\mu$. The term $k^2s^2/2$ makes the overlap smaller at higher speed. Even at $R=0$ it is $\exp[-(18.904\times0.06)^2/2]=0.526$.

The target function is static, so $D_{11}=D_{21}=0$. The phase factor in $\phi_2$ has no explicit time dependence, so $\partial_t\phi_2=-v\,g'(x-R)\mathrm e^{\mathrm ikx}$. Then $D_{22}=-v\int g\,g'\,\mathrm dx=0$, because the integrand is half the derivative of $g^2$. The remaining element is obtained by differentiating the overlap with respect to $R$:

$$
D_{12}=v\,\frac{\partial S_{12}}{\partial R}=v\left(-\frac{R}{4s^2}+\frac{\mathrm ik}{2}\right)S_{12}.
$$

The identity for $\dot S$ is visible here: $\dot S_{12}=D_{12}+D_{21}^*=D_{12}$. The whole rate of the overlap sits in one corner of $D$, which is neither Hermitian nor anti-Hermitian.

For the kinetic part of $H_{12}$ the second derivative is moved to $\phi_1$ by two partial integrations, whose boundary terms vanish. From $g''=(x^2/4s^4-1/2s^2)g$ and the mean of $x^2$ over $\rho$, which is $\mu^2+s^2$,

$$
T_{12}=\frac{\hbar^2}{2m}\left(\frac1{2s^2}-\frac{\mu^2+s^2}{4s^4}\right)S_{12}
=\frac{\hbar^2}{2m}\left(\frac1{4s^2}-\frac{\mu^2}{4s^4}\right)S_{12}.
$$

For a well centred at $a$, the exponents combine as

$$
\frac{(x-\mu)^2}{s^2}+\frac{(x-a)^2}{w^2}=\left(\frac1{s^2}+\frac1{w^2}\right)(x-\bar x)^2+\frac{(\mu-a)^2}{s^2+w^2},
$$

where $\bar x$ is the weighted mean of $\mu$ and $a$. Integration over $x$ gives the mean of a well of unit depth,

$$
q(\mu,a)=\frac{w}{\sqrt{w^2+s^2}}\exp\left[-\frac{(\mu-a)^2}{2(w^2+s^2)}\right],
$$

and hence $H_{12}=T_{12}-[U_{\rm T}q(\mu,0)+U_{\rm P}q(\mu,R)]S_{12}$. The diagonal elements use the real densities $g^2$, centred at $0$ and $R$:

$$
H_{11}=\frac{\hbar^2}{8ms^2}-U_{\rm T}q(0,0)-U_{\rm P}q(0,R),
$$

$$
H_{22}=\frac{\hbar^2}{8ms^2}+\frac{mv^2}{2}-U_{\rm T}q(R,0)-U_{\rm P}q(R,R).
$$

The term $mv^2/2=13.615$ eV is the kinetic energy of travel. It arises because the phase factor shifts $\hat p$ to $\hat p+\hbar k$, and the mean of $\hat p$ in the real function $g$ is zero.

The same energy equals $\hbar^2k^2/2m$, so $\hbar^2/2m=13.615/18.904^2=0.03810$ eV nm$^2$. The localization energy is $0.03810/(4\times0.06^2)=2.646$ eV. With $w/\sqrt{w^2+s^2}=0.08/0.10=0.8$, the target orbital with the ion far away has energy $2.646-0.8\times15=-9.354$ eV. In the ion's frame the ion orbital has energy $2.646-0.8\times20=-13.354$ eV.

At $R=s$, which the ion reaches 0.0274 fs after closest approach, the real exponent of $S_{12}$ is $-0.125-0.643=-0.768$ and the phase is $18.904\times0.03=0.567$ rad. Thus

$$
S_{12}=0.4638\,(0.8435+0.5372\,\mathrm i)=0.3912+0.2492\,\mathrm i .
$$

The bracket in $D_{12}$ is $-4.167+9.452\,\mathrm i$ nm$^{-1}$. Multiplication by $v$ gives $-9.119+20.686\,\mathrm i$ fs$^{-1}$, and multiplication by $S_{12}$ gives

$$
D_{12}=-8.72+5.82\,\mathrm i\ \text{fs}^{-1}.
$$

A finite difference of the overlap computed on a grid gives the same value for $\dot S_{12}$ to the four decimals printed. The Hamiltonian element at this instant is $H_{12}=-9.83-8.45\,\mathrm i$ eV.

If $D$ is left out, $\Delta=\dot S$. For $c=(1,1)$ the norm should then change at the rate $2\,\mathrm{Re}\,\dot S_{12}=-17.44$ fs$^{-1}$, and a short propagation gives this value. The squared norm of that vector is $2+2\times0.3912=2.782$, so the fractional rate is $-6.27$ fs$^{-1}$. The vectors $(1,0)$, $(0,1)$, $(1,1)$ and $(1,\mathrm i)$ together rebuild $\Delta_{12}=-8.7215+5.8203\,\mathrm i$ fs$^{-1}$ from measured norm rates alone, which is the argument for necessity carried out in numbers.

The full passage runs from $R=-0.8$ nm to $R=0.8$ nm and lasts 0.731 fs, with the electron at first on the target, $c=(1,0)$. At the end the overlap is negligible, since $R^2/8s^2=22$, so $|c_1|^2$ and $|c_2|^2$ are the weights on target and ion. While the functions overlap, they do not have this meaning. With the Hamiltonian and all parameters held fixed, four choices of $D'$ give the values below. Only the first row is unchanged when $\phi_2$ is multiplied by a further phase factor that depends on time alone. Such a factor would change the other three, because their $D'$ does not transform like $D$. The factor $\mathrm e^{\mathrm ikx}$ is a different matter: it changes the space spanned by the basis, so another $k$ would change the first row as well.

| $D'$ | final $N$ | $\lvert c_1\rvert^2$ | $\lvert c_2\rvert^2$ |
|---|---|---|---|
| $D$ | 1.000 | 0.686 | 0.314 |
| $0$ | 0.532 | 0.285 | 0.248 |
| $(D-D^\dagger)/2$ | 1.306 | 1.272 | 0.034 |
| $\dot S/2$ | 1.000 | 0.393 | 0.607 |

The second and third choices both have $\Delta=\dot S$, yet one loses norm and the other gains it, because the rate $c^\dagger\dot Sc$ depends on the path that $c$ takes. Integrated over time, this rate is $-0.468$ in the second case and $+0.306$ in the third, in agreement with the final norms. Rescaling the result to unit norm does not repair it. The share on the ion becomes $0.248/0.532=0.47$ in the second case and $0.034/1.306=0.026$ in the third, against 0.314 with the full $D$.

The last choice conserves the norm and puts nearly twice as much weight on the ion as the full $D$ does. It omits the anti-Hermitian part, whose off-diagonal element is $D_{12}/2$. From $\hbar=mv/k$ one finds $\hbar=27.23/(2.1885\times18.904)=0.658$ eV fs. With the phase chosen here for $\phi_2$, the omitted Hermitian term at $R=s$ therefore has magnitude $0.658\times10.49/2=3.5$ eV, comparable with the 4.0 eV between the two orbital energies. The size of $H_{12}$ would be a poor yardstick, because a shift of the energy origin changes $H_{12}$ by a multiple of $S_{12}$. A constant norm gives no warning of this error.

Nor does it warn of a poor basis. The same one-dimensional model was solved on a grid of 2048 points in a box of 10 nm, with 3000 time steps; halving the number of steps changed the two weights by less than $10^{-3}$. The final weights are 0.396 on the target orbital, 0.233 on the ion orbital and 0.371 outside both. The two-function equation has no place for this last part. Relative to the grid values, it overstates the target weight by about 70% and the ion weight by about 35%. The orbitals are not exact eigenstates of their wells, so the grid weights oscillate a little; starting or stopping the run a few tenths of a nanometre elsewhere moves them by up to 0.015. With the ion's well switched off, a run of 1500 steps over the same time leaves a weight of 0.009 outside the target orbital at the end, and about 0.02 at most along the way, so most of the missing weight is due to the passage. Each well has a second bound level, and most of this weight lies there: about 0.14 in that of the target and 0.15 in that of the ion, with about 0.07 unbound.

The run without $D$ happens to end with weights closer to the grid values than the run with the full $D$. Its lost norm must not be read as ionization. At $R=s$ the same defect gives the vector $(1,-1)$ a norm gain of 17.44 fs$^{-1}$, and no physical loss behaves in this way. The proper remedy for the missing weight is a larger basis, with the true derivative couplings among all its functions.

The wells are round model choices and were not fitted to any material. A real target also has many electrons, whereas the model treats one. Two electrons in one three-dimensional Gaussian orbital of width $s$ have a separation of variance $2s^2$ along each axis, for which the mean of $1/r$ is $1/(s\sqrt\pi)$. Their repulsion is then 13.5 eV, as large as the binding energies. Over a passing time $4s/v=0.11$ fs it amounts to a phase of $13.54\times0.1097/0.658=2.3$ rad. If a phase difference of this size arose between the two centres, it could change the transferred weight strongly. The weights in the table are therefore not predictions for a real material.

The size of some other omissions can be estimated too. For an ion passing 0.10 nm off the axis, the overlap acquires the factor $\exp(-0.10^2/8s^2)=0.71$. An equal orbital on a neighbouring atom at a rough distance of 0.25 nm would overlap the target orbital by 0.11. Between two equal target wells at this distance, most of the electron's weight can move from one to the other within the 0.73 fs of the run, so the isolated well should not be taken for an atom in a solid. The thermal energy at 300 K, 0.026 eV, is small beside the 4.0 eV between the two orbital energies. On the grid the electron has gained 4.0 eV at $R=0.8$ nm, which is $1.6\times10^{-4}$ of the ion's energy. This is not a final value. The captured part is a mixture of the two bound levels of the ion's well and oscillates in it, trading energy with the ion, so the gain swings between about 4 and 11 eV as the ion moves on. Even the larger value is only about $5\times10^{-4}$ of the ion's energy, so this gain alone hardly slows the ion in one such encounter. Over a long path many losses add up. The repulsion between the ion and the target nucleus is left out. In an exactly head-on collision it would not let the ion pass, so constant speed presumes a passage at some distance from the nucleus. Displacement of the target atoms lies outside this model, which holds the target well fixed.

Two numerical limits remain. The inverse of $S$ magnifies errors when the functions become nearly dependent. For two normalized functions the eigenvalues of $S$ are $1\pm|S_{12}|$, so the smallest value met here is $1-0.526=0.474$, and $S^{-1}$ magnifies by at most about two. Two equal functions at rest on one centre would have $S_{12}=1$ and no inverse.

The second limit is the time step. The condition on $D'$ concerns continuous time, and a finite step can break conservation even when $\Delta=0$. With a fixed basis and the simple step $c\to c+h\dot c$, the squared norm becomes

$$
N+h\left(\dot c^\dagger Sc+c^\dagger S\dot c\right)+h^2\dot c^\dagger S\dot c=N+h^2\dot c^\dagger S\dot c,
$$

which grows at every step in which $c$ changes. The passage above was integrated with a high-order method and short steps, and with the full $D$ the largest departure of $N$ from one was $2.4\times10^{-15}$. If $D'$ does not depend on the step, a drift that vanishes as the step is shortened belongs to the integrator, and a drift that tends to a nonzero time integral of $c^\dagger\Delta c$ belongs to the derivative coupling. If $D'$ is itself formed from a finite difference over the step, its defect can also shrink with the step. The two sources are then told apart by evaluating $\Delta$ directly. The values in the table and the orbital weights and energy gain on the grid at $R=0.8$ nm can be read in the numerical output, where "norm" stands for the squared norm $N$.

## Computed results

```
Ion energy: 25 keV
Target and ion well depths: 15, 20 eV
Well width w, orbital width s: 0.08, 0.06 nm
Path from -R to R, R: 0.8 nm
Ion speed v: 2.1885 nm/fs
Electron wave number k: 18.904 1/nm
Duration of run: 0.7311 fs
Target orbital energy, ion far: -9.354 eV
Ion orbital energy in ion frame: -13.354 eV
Electron kinetic energy at speed v: 13.615 eV
Overlap S12 at R = 0: 0.5256
Snapshot at R = s:
  time after closest approach: 0.02742 fs
  S12: 0.3912 +0.2492i
  H12: -9.8273 -8.4469i eV
  D12 (D21 = 0): -8.7215 +5.8203i 1/fs
  dS12/dt by finite difference: -8.7215 +5.8203i 1/fs
  defect12 rebuilt from norm rates, no D: -8.7215 +5.8203i 1/fs
  norm rate for c = (1,1), no D: -17.4430 1/fs
Complete four-dimensional basis, state error at the end:
  full D: 1.5e-11
  half dS/dt: 0.3372
  half dS/dt, final norm: 1.000000
Ion passage: final norm, min norm, max norm, |c1|^2, |c2|^2
  full D: 1.00000, 1.00000, 1.00000, 0.68608, 0.31392
  no D: 0.53242, 0.46108, 1.00000, 0.28476, 0.24765
  anti-Hermitian part: 1.30594, 0.98543, 1.30636, 1.27214, 0.03380
  half dS/dt: 1.00000, 1.00000, 1.00000, 0.39284, 0.60716
Largest norm error with full D: 2.4e-15
Integrated norm drift, no D: -0.46758
Integrated norm drift, anti-Hermitian part: 0.30594
Grid solution of the same model:
  weight on target orbital: 0.3964
  weight on ion orbital: 0.2325
  weight outside both: 0.3711
  weight outside target orbital, no ion: 0.0093
  electron energy gain: 3.993 eV
  gain / ion energy: 1.6e-04
Other neglected effects:
  repulsion of two electrons in one 3D orbital: 13.54 eV
  passing time 4s/v: 0.1097 fs
  repulsion phase in that time: 2.26 rad
  overlap factor for passage 0.10 nm off axis: 0.707
  overlap with equal orbital 0.25 nm away: 0.114
  thermal energy at 300 K: 0.0259 eV
```
